# Depolarization field and coercive field in a short-circuited ferroelectric gate stack

## The grounded gate

A gate voltage polarizes the ferroelectric film of a gate stack and is then lowered slowly to zero. If ideal electrodes of the same metal touched both faces of the film, charge on them would compensate the bound charge completely, and the film would be field-free. A thin dielectric at one interface prevents this. Part of the bound charge stays uncompensated, and a field opposite to the polarization remains in the film although no voltage is applied. A first question about the survival of the written state is how this depolarization field compares with the coercive field.

The comparison has two parts. One is electrostatic: what field would a given, frozen polarization produce? The other concerns the material: what field remains once the polarization has responded? The first field can exceed the coercive field several times over. The second, averaged over the film, cannot exceed it in the two descriptions treated below; local fields in a film with domains can.

## Fields at fixed polarization

Let $z$ be the stacking direction. The film occupies $0<z<t_f$ and the dielectric $t_f<z<t_f+t_d$, with ideal electrodes of the same metal outside. There is no free charge inside the layers or at their interface. The switchable polarization $P>0$ is uniform and points along $+z$, towards the dielectric. The rest of the film's response is linear, with relative background permittivity $\varepsilon_b$; the dielectric has relative permittivity $\varepsilon_d$. SI-based units are used, since device fields and polarizations are naturally given in MV/cm and µC/cm².

The displacements in the two layers are

$$D_f=\varepsilon_0\varepsilon_bE_f+P,\qquad D_d=\varepsilon_0\varepsilon_dE_d. \tag{1}$$

Without free charge at the interface, the normal displacement is continuous:

$$\varepsilon_0\varepsilon_bE_f+P=\varepsilon_0\varepsilon_dE_d. \tag{2}$$

The electrodes are at the same potential, so the field integrates to zero across the stack:

$$E_ft_f+E_dt_d=0\quad\Rightarrow\quad E_d=-\frac{t_f}{t_d}E_f. \tag{3}$$

Inserting (3) in (2) and collecting the terms in $E_f$ gives

$$\varepsilon_0\left(\varepsilon_b+\varepsilon_d\frac{t_f}{t_d}\right)E_f=-P.$$

Hence

$$E_f=-kP,\qquad k=\frac{1}{\varepsilon_0(\varepsilon_b+\varepsilon_dt_f/t_d)},\qquad E_d=\frac{t_f}{t_d}kP. \tag{4}$$

The film field opposes $P$, and the dielectric field is parallel to it. The two voltage drops cancel, so a dielectric much thinner than the film carries a much larger field.

For a thin dielectric, $\varepsilon_bt_d\ll\varepsilon_dt_f$, the second term in the bracket dominates and $k\simeq t_d/(\varepsilon_0\varepsilon_dt_f)$. The field vanishes as $t_d\to0$, when the electrodes compensate the bound charge completely. For $t_d\to\infty$ at fixed $t_f$, $k\to1/(\varepsilon_0\varepsilon_b)$. Then $D_f=P-\varepsilon_0\varepsilon_bkP\to0$: the electrodes carry no charge, as for an isolated film.

## Energy and averages

The cost of the depolarization field will be needed when $P$ is allowed to change. The field energy per area, including the linear response of both layers, is

$$U=\tfrac12\varepsilon_0\varepsilon_bE_f^2t_f+\tfrac12\varepsilon_0\varepsilon_dE_d^2t_d. \tag{5}$$

Its change is $dU=\varepsilon_0\varepsilon_bE_ft_f\,dE_f+\varepsilon_0\varepsilon_dE_dt_d\,dE_d$. Replace $E_dt_d$ by $-E_ft_f$, from (3), and then use the differential of (2):

$$dU=E_ft_f(\varepsilon_0\varepsilon_b\,dE_f-\varepsilon_0\varepsilon_d\,dE_d)=-E_ft_f\,dP. \tag{6}$$

This is the work done against the film field. The external circuit contributes none, because it moves charge through zero voltage. With $E_f=-kP$, integration from zero gives

$$U=\tfrac12kP^2t_f. \tag{7}$$

Equation (4) also governs averages when the polarization is not uniform. Take a laterally periodic film and average over one period. In $\nabla\cdot\mathbf D=0$ the lateral derivatives average to zero, so the averaged normal displacement is independent of $z$. Averaging (1) over the film's depth as well gives

$$\varepsilon_0\varepsilon_b\bar E_f+\bar P=\bar D=\varepsilon_0\varepsilon_d\bar E_d. \tag{8}$$

Every vertical line joins two electrodes at equal potential, so the averages obey (3) too. Therefore $\bar E_f=-k\bar P$. Local fields may differ strongly from this mean. In a numerical solution of Poisson's equation for a polarization varying laterally and in depth, the mean obeyed this law, while the spread of local fields exceeded the magnitude of the mean.

## When the frozen field exceeds the coercive field

Let $P_r>0$ be the remanent polarization and $E_c>0$ the coercive field of the same film between metal electrodes. If $P$ is held at $P_r$, the condition $|E_f|>E_c$ reads

$$\frac{P_r}{\varepsilon_0(\varepsilon_b+\varepsilon_dt_f/t_d)}>E_c. \tag{9}$$

The denominator is positive. Multiplying by it and dividing by $\varepsilon_0E_c$ gives

$$\frac{P_r}{\varepsilon_0E_c}-\varepsilon_b>\varepsilon_d\frac{t_f}{t_d}. \tag{10}$$

The right side is positive, so there can be a solution only if

$$P_r>\varepsilon_0\varepsilon_bE_c. \tag{11}$$

When (11) holds, (10) can be solved for either thickness:

$$t_d>t_d^*=\frac{\varepsilon_dt_f}{P_r/(\varepsilon_0E_c)-\varepsilon_b},\qquad
t_f<t_f^*=\frac{t_d}{\varepsilon_d}\left(\frac{P_r}{\varepsilon_0E_c}-\varepsilon_b\right). \tag{12}$$

The first form applies at fixed $t_f$, the second at fixed $t_d$. Thinning the film at constant interface thickness therefore makes the frozen field larger. If (11) fails, even the isolated-film field $P_r/(\varepsilon_0\varepsilon_b)$ does not exceed $E_c$, and no thickness suffices.

Take $t_f=10$ nm, $\varepsilon_b=30$, $t_d=1$ nm, $\varepsilon_d=4$, $P_r=20$ µC/cm² and $E_c=1$ MV/cm. These are round model parameters. The bracket in (4) is $30+4\times10/1=70$, which gives $k=0.1613$ (MV/cm)/(µC/cm²). The frozen film field is

$$E_f=-0.1613\times20\ \mathrm{MV/cm}\simeq-3.23\ \mathrm{MV/cm},$$

or $-6.28\times10^{-4}$ atomic units. It is 3.2 times the coercive field. For the thresholds, $P_r/(\varepsilon_0E_c)=225.88$, so

$$t_d^*=\frac{4\times10\ \mathrm{nm}}{225.88-30}=0.204\ \mathrm{nm},\qquad
t_f^*=\frac{1\ \mathrm{nm}}{4}(225.88-30)=49.0\ \mathrm{nm}.$$

A dielectric of 0.2 nm is comparable with an interatomic distance, where a bulk permittivity has no clear meaning. The number is then best read as a series capacitance: only the ratio $\varepsilon_d/t_d$ enters $k$. Condition (11) requires $P_r$ above 2.66 µC/cm² here and is amply met.

The frozen dielectric field is ten times the film field, 32.3 MV/cm. Thin oxides break down at roughly 10 MV/cm, so the frozen state is not one in which this stack could be expected to rest.

## Response along a hysteresis branch

Now let the polarization follow the field. The film has been saturated along $+z$, and the field is lowered slowly. The averaged polarization follows a descending branch $P_{\rm br}(E)$, which is continuous, does not increase as $E$ falls, and satisfies

$$P_{\rm br}(0)=P_r,\qquad P_{\rm br}(-E_c)=0. \tag{13}$$

The second relation defines $E_c$ through the switchable polarization. A measured loop records $D_f$, which vanishes at a somewhat smaller field: 0.95 instead of 1 MV/cm for the model loop (18) with $\varepsilon_b=30$. Since $D_f=D_d>0$ at short circuit, the bound derived below holds for that field too. The assumption is that the branch measured between metal electrodes also relates the averaged polarization and field in the stack. A dielectric that altered the switching process itself would invalidate it. So can electrostatics alone. Between metal electrodes, up and down regions that run through the film all feel the same depth-averaged field. In the stack, a lateral modulation of $P$ with wave number $q$, uniform in depth, produces a depth-averaged field $-k(q)P_q$ with $k(q)=1/[\varepsilon_0qt_f(\varepsilon_b\coth qt_f+\varepsilon_d\coth qt_d)]$, which equals $k$ at $q\to0$ and falls to zero at large $q$. Only regions much narrower than the film thickness feel the mean field; a wide region feels $-k$ times its own polarization. The argument below is therefore a mean-field one.

To follow the removal of the gate voltage, let $V$ be the potential of the electrode at $z=0$ relative to the other. Then $E_ft_f+E_dt_d=V$. Eliminating $E_d$ from (2) gives

$$\varepsilon_0\varepsilon_bE_f+P=\frac{\varepsilon_0\varepsilon_d}{t_d}(V-E_ft_f)
\quad\Rightarrow\quad
P_{\rm br}(E_f)+\frac{E_f}{k}=\frac{\varepsilon_0\varepsilon_d}{t_d}V. \tag{14}$$

The left side of the last equation increases strictly with $E_f$. As $V$ falls to zero, $E_f$ therefore falls steadily, and the film stays on the descending branch. At $V=0$, write $E_f=-x$ and define

$$h(x)=\frac{x}{k}-P_{\rm br}(-x). \tag{15}$$

The operating point is the zero of $h$. At the two ends of the interval, $h(0)=-P_r<0$ and $h(E_c)=E_c/k>0$. Since $h$ is continuous and strictly increasing, it has one zero, and this lies between the ends:

$$0<|E_f|<E_c,\qquad 0<P=\frac{|E_f|}{k}<\frac{E_c}{k}. \tag{16}$$

The averaged field is thus smaller than the coercive field for every thickness ratio. The reason is feedback: the field that reduces $P$ is produced by $P$. At $P=0$ the depolarization field has vanished, whereas the branch would require a field $-E_c$ there. The film stops before reaching that point: its averaged polarization may be reduced, because part of the film switches, but it is not reversed.

What, then, does exceeding $E_c$ in (9) signify? If $kP_r>E_c$, the bound in (16) gives $P<E_c/k<P_r$: the remanent polarization cannot be retained. The converse does not hold in general. A sloping branch loses polarization at fields below $E_c$, so some of $P_r$ is lost before the threshold is reached.

The threshold becomes a sharp onset for a square loop, the limit in which the branch stays at $P_r$ down to $-E_c$ and then drops vertically. If $kP_r<E_c$, the line $P=-E/k$ meets the flat part and the film keeps $P_r$. If $kP_r>E_c$, it meets the vertical part at $P=E_c/k$. Together,

$$P=\min(P_r,\,E_c/k). \tag{17}$$

In this limit the field above threshold equals $E_c$; for a continuous branch it stays below.

A rounded loop can be modelled by

$$P_{\rm br}(-x)=P_s\tanh\frac{E_c-x}{w},\qquad P_s=\frac{P_r}{\tanh(E_c/w)}. \tag{18}$$

The choice of $P_s$ ensures $P_{\rm br}(0)=P_r$. With $w=0.4$ MV/cm, $P_s=20.27$ µC/cm². For the 1 nm dielectric, solving $h(x)=0$ gives $|E_f|=0.889$ MV/cm and $P=5.51$ µC/cm². Both relations confirm the point:

$$\frac{0.8885}{0.1613}\simeq5.51,\qquad
20.27\tanh\frac{1-0.8885}{0.4}\simeq5.51.$$

About 28% of $P_r$ remains. The bound $E_c/k=6.20$ µC/cm² is close to this value but is not the value itself. The dielectric field is 8.9 MV/cm instead of the frozen value of 32.3 MV/cm, still near the rough breakdown scale.

Writing the state is more demanding. As the voltage is lowered, the saturated film passes through $E_f=0$ with $P=P_r$. There (2) gives $E_d=P_r/(\varepsilon_0\varepsilon_d)\simeq56$ MV/cm, whatever the dielectric thickness. Without interface charge, a real oxide with the breakdown field quoted above could not support this state. The example therefore illustrates the equations, not a working device.

The branch argument was tested by reversing many elementary units one after another. Each unit had its own threshold field, and all felt the averaged depolarization field. The process ended at the crossing predicted by (15). This tests the mean-field argument, not its premise: if the same averaged state is arranged as stripes of period 10 nm, the unswitched stripes feel about 1.5 MV/cm, well above $E_c$, and would switch further. For skewed threshold distributions, the final field stayed below the median threshold, which is the coercive field of such a set because half the units are then reversed.

## Response of a uniform Landau film

A hysteresis branch can describe a mixture of up and down regions. A film forced to remain uniform responds differently. In the simplest Landau model its equation of state is

$$E=aP+bP^3,\qquad a<0,\quad b>0. \tag{19}$$

At zero field the polar solution is $P_0=\sqrt{|a|/b}$, which plays the part of $P_r$. The field has an extremum where $dE/dP=a+3bP^2=0$, that is, at $P=P_0/\sqrt3$. Using $bP_0^2=|a|$, its value there is

$$E=\frac{P_0}{\sqrt3}\left(-|a|+\frac{|a|}{3}\right)=-\frac{2|a|P_0}{3\sqrt3}\equiv-E_c. \tag{20}$$

If the field is imposed from outside and made more negative than this, the state with positive $P$ disappears and the film switches. This is the intrinsic coercive field of the model.

In the stack, the field is not imposed but given by $E=-kP$. The film's energy density, whose derivative is (19), is $aP^2/2+bP^4/4$. Adding the field energy (7), divided by $t_f$, gives the total energy per film volume:

$$g(P)=\tfrac12(a+k)P^2+\tfrac14bP^4. \tag{21}$$

Setting $g'(P)=P(a+k+bP^2)=0$ gives $P=0$ or, for $k<|a|$,

$$P^2=\frac{|a|-k}{b}=P_0^2(1-\kappa),\qquad \kappa=\frac{k}{|a|}. \tag{22}$$

The second derivative is $g''=a+k+3bP^2$. At the polar solution it equals $2(|a|-k)>0$, a minimum; at $P=0$ it equals $k-|a|<0$, a maximum. For $k>|a|$ the polar solution is absent and $P=0$ is the minimum. Uniform polarization thus shrinks continuously and vanishes at $\kappa=1$.

The magnitude of the self-consistent field for $\kappa<1$ is

$$|E_f|=kP=|a|P_0\,\kappa\sqrt{1-\kappa}. \tag{23}$$

Its square is proportional to $\kappa^2-\kappa^3$, with derivative $\kappa(2-3\kappa)$. The maximum lies at $\kappa=2/3$, where

$$|E_f|_{\max}=|a|P_0\,\frac23\,\frac1{\sqrt3}=E_c. \tag{24}$$

The Landau film reaches its coercive field at one value of $k$ and never exceeds it. At that point $P=P_0/\sqrt3$, as (20) requires.

Reaching $E_c$ does not make this film jump. By (19) and (22), the slope of its equation of state at the operating point is

$$\frac{dE}{dP}=a+3bP^2=|a|(2-3\kappa), \tag{25}$$

which is negative for $\kappa>2/3$. At fixed field such a state would be unstable. In the stack, a decrease of $P$ also weakens the depolarization field, and this adds $k$ to the curvature. The sum is $|a|(2-3\kappa)+k=2(|a|-k)$, positive up to $\kappa=1$. This stability is against uniform changes of $P$ alone. A lateral modulation gains only $k(q)$, which vanishes at short wavelength, so for $\kappa>2/3$ the uniform state survives only if the gradient energy $\tfrac12G|\nabla P|^2$ is large enough; otherwise domains form, which (21) does not describe.

The frozen criterion is met at a smaller $\kappa$ than the field maximum at $\kappa=2/3$ or the loss of uniform polarization at $\kappa=1$. With $P$ held at $P_0$, $kP_0>E_c$ means

$$\kappa>\frac{2}{3\sqrt3}\simeq0.385. \tag{26}$$

At this threshold (22) gives $P\simeq0.784P_0$. The frozen field has reached $E_c$, yet the relaxed film is stable against uniform changes and keeps most of its polarization.

## Two films with the same remanence and coercive field

Give the Landau film the same data, $P_0=20$ µC/cm² and $E_c=1$ MV/cm. Equation (20) yields

$$|a|=\frac{3\sqrt3}{2}\,\frac{E_c}{P_0}=0.1299\ \frac{\mathrm{MV/cm}}{\text{µC/cm}^2}.$$

For the 1 nm dielectric, $\kappa=0.1613/0.1299\simeq1.24$, so the uniform polarization vanishes. The state $P=0$ is itself unstable to domains unless $G$ exceeds about $5\times10^{-9}$ J m³/C². The rounded loop retained 5.5 µC/cm² in the same stack. Remanence and coercive field do not determine the outcome by themselves; the path between them matters. The loop passes through $P=0$ at $-E_c$, while the Landau curve bends back and passes through $P=0$ at zero field.

The thickness at which a given $\kappa$ is reached follows from $k=\kappa|a|$ in (4):

$$t_d=\frac{\varepsilon_dt_f}{1/(\varepsilon_0\kappa|a|)-\varepsilon_b}, \tag{27}$$

provided the denominator is positive. For the 10 nm film, the frozen field reaches $E_c$ at 0.20 nm, the relaxed Landau field reaches it at 0.40 nm, and the polarization vanishes at 0.70 nm.

Between these points the three fields behave differently. From $t_d=0.398$ to 0.60 nm, the frozen field rises from 1.73 to 2.34 MV/cm. The loop field creeps from 0.80 to 0.85 MV/cm. The Landau field falls from 1.00 to 0.74 MV/cm, because beyond its maximum the loss of polarization outweighs the growth of $k$. Nor does one model always retain more: at 0.398 nm the Landau film keeps 11.5 µC/cm² against 9.3 for the loop, but at 0.60 nm it keeps 6.3 against 7.3. The numerical output lists these states. The Landau values at 0.60 nm hold for a film forced to stay uniform: for $G$ below about $2\times10^{-9}$ J m³/C², a wall half-width $\sqrt{2G/|a|}$ of 1.8 nm, that state is unstable to domains. The relaxed states between 0.398 and 0.60 nm also put 12 to 25 MV/cm across the dielectric, above the breakdown scale quoted earlier.

## Charge at the interface

The assumption most exposed to the large dielectric field is the absence of free charge. Suppose a charge $\sigma$ per area is trapped at the interface. The displacement then jumps by $\sigma$, and (2) becomes

$$\varepsilon_0\varepsilon_dE_d=\varepsilon_0\varepsilon_bE_f+P+\sigma. \tag{28}$$

This is (2) with $P$ replaced by $P+\sigma$. The short-circuit condition is unchanged, so

$$E_f=-k(P+\sigma). \tag{29}$$

For fixed $P>0$, negative charge reduces the depolarization field until $\sigma=-P$ removes it; still more negative charge reverses the field. The dielectric field supplies charge of this sign if the layer leaks: it points along $+z$ and drives electrons from the adjacent electrode towards the interface. Electrons tunnel readily through 1 nm of oxide, so such charge is to be expected wherever the interface has states to hold it. If it arrives while the gate voltage is still applied, the stack may retain more polarization than (16) allows. Charge arriving after the film has relaxed along a hysteresis branch lowers the field but does not switch reversed regions back unless the field changes sign. The same charge becomes a source of field when $P$ is later reversed, since $P+\sigma$ is then large and negative.

A semiconductor in place of one metal electrode adds its own potential drop to (3). That drop generally depends nonlinearly on the displacement, so a constant $k$ no longer describes the stack. Different electrode work functions add a fixed offset, which acts like $V$ in (14) and favours one polarization direction. The thresholds (12) and the bounds (16) and (24) then have to be derived again from the modified voltage condition.

## Numbers as computed

```
Film thickness t_f = 10.0 nm, eps_b = 30
Dielectric thickness t_d = 1.0 nm, eps_d = 4
Remanent polarization P_r = 20.0 uC/cm^2
Coercive field E_c = 1.00 MV/cm
eps_b + eps_d t_f/t_d = 70.0
P_r/(eps0 E_c) = 225.88
Slope k = 0.1613 (MV/cm)/(uC/cm^2)
Frozen film field = -3.227 MV/cm = -6.275e-04 a.u.
Frozen dielectric field = 32.27 MV/cm
Frozen |E_film|/E_c = 3.227
Critical t_d at t_f = 10 nm: 0.2042 nm
Critical t_f at t_d = 1 nm: 48.97 nm
Smallest P_r with a threshold: 2.656 uC/cm^2
tanh loop width = 0.40 MV/cm
tanh loop saturation P = 20.271 uC/cm^2
Upper bound E_c/k on retained P = 6.198 uC/cm^2
Loop: retained P = 5.507 uC/cm^2
Loop: |E_film| = 0.8885 MV/cm
Loop: dielectric field = 8.89 MV/cm
Landau |a| = 0.1299 (MV/cm)/(uC/cm^2)
Landau b = 3.2476e-04 (MV/cm)/(uC/cm^2)^3
Landau: k/|a| in the example = 1.2420
Landau: field reaches E_c at t_d = 0.3984 nm
Landau: P vanishes at t_d = 0.7025 nm
Landau: largest field in scan = 0.99998 MV/cm
Table: t_d in nm, |E_film| in MV/cm, P in uC/cm^2
   t_d   k/|a|  E_frozen  E_loop  P_loop  E_Landau  P_Landau
0.1000  0.2022    0.5253  0.4641  17.669    0.4692    17.864
0.2042  0.3849    1.0000  0.6771  13.542    0.7843    15.686
0.3984  0.6667    1.7321  0.8025   9.267    1.0000    11.547
0.6000  0.8994    2.3367  0.8498   7.273    0.7411     6.344
1.0000  1.2420    3.2269  0.8885   5.507    0.0000     0.000
```
